# Why bare second-order exchange overcorrects the random-phase approximation

Suppose an RPA correlation energy is in hand and the exchange part of second-order perturbation theory can be had from the same orbitals and integrals. Should it be added? RPA lets an electron correlate with itself, and second-order exchange removes such terms at lowest order. The decision depends on how strongly the system screens. If screening matters, the bare exchange term can overshoot the correction that RPA needs; if an occupied and an empty level approach each other at finite coupling, it removes an unlimited amount.

## The two terms being mixed

Hartree atomic units are used, with real spin orbitals: $i,j$ occupied, $a,b$ empty, $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The integral $(ia|jb)$ is the Coulomb interaction between the products $\phi_i\phi_a$ and $\phi_j\phi_b$. For a Hartree–Fock reference, single excitations do not contribute at second order, and

$$E^{(2)}=-\frac14\sum_{ijab}\frac{[(ia|jb)-(ib|ja)]^2}{\Delta_{ia}+\Delta_{jb}} .$$

On expanding the square, the two squared terms have equal sums, because exchanging the names $a$ and $b$ turns one into the other and leaves the denominator unchanged. Hence

$$E^{(2)}=\underbrace{-\frac12\sum\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}}_{E_{\rm dir}}+\underbrace{\frac12\sum\frac{(ia|jb)(ib|ja)}{\Delta_{ia}+\Delta_{jb}}}_{E_{\rm SOX}} .$$

The last term is bare second-order exchange, SOX. Direct RPA continues the first term to higher orders:

$$E_{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\,{\rm Tr}[\ln(1+X)-X],$$

$$X_{ia,jb}=\sqrt{\frac{2\Delta_{ia}}{\Delta_{ia}^2+\omega^2}}\,(ia|jb)\,\sqrt{\frac{2\Delta_{jb}}{\Delta_{jb}^2+\omega^2}} .$$

No eigenvalue of $X$ is negative, since a charge distribution has non-negative Coulomb self-energy. The lowest term of the logarithm is $-X^2/2$. With $\int_0^\infty d\omega/[(p^2+\omega^2)(r^2+\omega^2)]=\pi/[2pr(p+r)]$ it reproduces $E_{\rm dir}$.

Screening becomes visible if the interaction is switched on by a factor $\lambda$. Differentiating $\ln(1+\lambda X)-\lambda X$ and integrating back gives

$$\ln(1+X)-X=-\int_0^1 d\lambda\,\frac{\lambda X^2}{1+\lambda X}.$$

Without the denominator this is $-X^2/2$. The factor $1/(1+\lambda X)$ is the screening of one interaction line by the excitations of the system. RPA has it; SOX does not. Adding SOX therefore sets an unscreened exchange term against a screened direct term.

The yardstick is the correction that RPA needs,

$$\delta=E_c^{\rm ref}-E_{\rm RPA}.$$

SOX overcorrects when $E_{\rm SOX}>\delta$.

## One electron: the overcorrection has a definite sign

With one electron, $i=j$, so $(ia|ib)(ib|ia)=(ia|ib)^2$ and $E_{\rm SOX}=-E_{\rm dir}$. Hartree–Fock is exact here apart from the basis, the true correlation energy is zero, and $\delta=-E_{\rm RPA}$.

For $x\ge0$ the function $\ln(1+x)-x+x^2/2$ starts at zero and has derivative $x^2/(1+x)\ge0$. Therefore $-x^2/2\le\ln(1+x)-x\le0$. Applied to each eigenvalue of $X$ and integrated over frequency, this gives

$$0\le\delta\le E_{\rm SOX}.$$

RPA+SOX is thus never negative for one electron, where it should be zero.

For the hydrogen atom in the aug-cc-pVQZ basis, the orbitals of the bare one-electron Hamiltonian (the exact Kohn–Sham orbitals, lowest gap 0.376 hartree) give $E_{\rm RPA}=-0.0201$ and $E_{\rm SOX}=0.0226$ hartree. The sum is $+0.0025$ hartree, or 0.07 eV: SOX removes all of the self-correlation and overshoots by 12% of it. The empty orbitals of the Hartree–Fock operator lie higher (lowest gap 0.55 hartree in this basis) and give $-0.0142$ and $0.0153$ hartree, a sum of $+0.0011$ hartree and an overshoot of 8%. Going to aug-cc-pV5Z enlarges each term by 0.0003 to 0.0004 hartree and leaves the sums unchanged. The gap is large, and the damage is small.

A single transition shows what happens when the gap is not large. Let $K=(ia|ia)$ and $\Delta=\Delta_{ia}$. Then $X=2\Delta K/(\Delta^2+\omega^2)$ and, with $\Omega^2=\Delta^2+2\Delta K$,

$$1+X=\frac{\omega^2+\Omega^2}{\omega^2+\Delta^2}.$$

The integral of the logarithm over $\omega$ is $\pi(\Omega-\Delta)$: its derivative with respect to $\Omega$ is $\int_0^\infty2\Omega\,d\omega/(\omega^2+\Omega^2)=\pi$, and it vanishes at $\Omega=\Delta$. The integral of $X$ is $\pi K$. Hence

$$\delta=\frac12\left[\Delta+K-\sqrt{\Delta^2+2\Delta K}\right],\qquad E_{\rm SOX}=\frac{K^2}{4\Delta}.$$

For $K\ll\Delta$, expansion of the root gives $\delta\simeq(K^2/4\Delta)(1-K/\Delta)$. The fractional overcorrection is then of order $K/\Delta$. For $\Delta\to0$ at fixed $K$, $\delta\to K/2$ while SOX diverges. With the chosen value $K=0.2$ hartree:

| $\Delta$ | $\delta$ | SOX |
|---|---|---|
| 0.5 | 0.0146 | 0.0200 |
| 0.05 | 0.050 | 0.200 |
| 0.005 | 0.080 | 2.00 |

All entries are in hartree. In the middle row $\Delta^2+2\Delta K=0.0225$, whose root is 0.15, so $\delta=(0.25-0.15)/2=0.05$; SOX is $0.04/0.2=0.2$, four times too large.

## The uniform gas: a constant where a function is needed

Take the unpolarized gas with Fermi momentum $k_F=(9\pi/4)^{1/3}/r_s$, plane-wave orbitals and kinetic-energy denominators. Both integrals in SOX are nonzero only if all four spins agree. The two spin directions cancel the prefactor $1/2$, leaving a sum over momenta.

Momentum conservation puts the four momenta at the corners of a parallelogram. Write the holes as $\mathbf c\mp\mathbf u$ and the particles as $\mathbf c\pm\mathbf v$. From the first hole to the two particles the momentum transfers are

$$\mathbf q=\mathbf u+\mathbf v,\qquad \mathbf s=\mathbf u-\mathbf v,$$

and the energy denominator is

$$\frac{|\mathbf c+\mathbf v|^2+|\mathbf c-\mathbf v|^2-|\mathbf c+\mathbf u|^2-|\mathbf c-\mathbf u|^2}{2}=v^2-u^2=|\mathbf q\cdot\mathbf s|.$$

In a volume $\mathcal V$ the interactions are $4\pi/(\mathcal Vq^2)$ and $4\pi/(\mathcal Vs^2)$, the three momentum sums become $\mathcal V^3/(2\pi)^9$ times an integral, and $N=\mathcal Vk_F^3/(3\pi^2)$. Thus

$$\frac{E_{\rm SOX}}N=\frac{3\pi^2}{k_F^3}\frac{(4\pi)^2}{(2\pi)^9}I=\frac{3}{32\pi^5k_F^3}I,\qquad I=\int\frac{d^3q\,d^3s\,d^3c}{q^2s^2|\mathbf q\cdot\mathbf s|},$$

with holes inside and particles outside the Fermi sphere.

Measure all momenta in units of $k_F$. The nine integrations supply $k_F^9$ and the integrand $k_F^{-6}$, so $I\propto k_F^3$, which cancels the prefactor. The energy per electron does not depend on $r_s$.

To evaluate $I$, note that the occupation conditions are $c^2+u^2+2|\mathbf c\cdot\mathbf u|<k_F^2$ and $c^2+v^2-2|\mathbf c\cdot\mathbf v|>k_F^2$. Split $\mathbf c$ into a part $\mathbf p$ in the plane of $\mathbf u,\mathbf v$ and a normal component $z$. Then $z^2$ lies between

$$L=k_F^2-v^2+2|\mathbf c\cdot\mathbf v|-p^2,\qquad U=k_F^2-u^2-2|\mathbf c\cdot\mathbf u|-p^2.$$

If $U>L$, the allowed length in $z$ is $2(\sqrt{\max(U,0)}-\sqrt{\max(L,0)})$. With $d^3q\,d^3s=8\,d^3u\,d^3v$ and a factor $8\pi^2$ for the overall orientation, five variables remain: $u$, $v$, their angle and the two components of $\mathbf p$. Quasi-Monte Carlo integration gives

$$E_{\rm SOX}/N=0.0242\ \text{hartree}\quad(0.66\ \text{eV}).$$

The known closed form, not derived here, is $(\ln2)/6-3\zeta(3)/(4\pi^2)$.

RPA for the gas uses the same logarithm, with $X$ replaced by $-4\pi\chi_0/q^2$:

$$\frac{E_{\rm RPA}}N=\frac{1}{n}\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\omega}{2\pi}\left[\ln\left(1-\frac{4\pi\chi_0}{q^2}\right)+\frac{4\pi\chi_0}{q^2}\right],$$

$$-\chi_0(q,i\omega)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{2D}{D^2+\omega^2},\qquad D=\mathbf q\cdot\mathbf k+\frac{q^2}{2}.$$

Here $n$ is the density. Transitions into occupied states cancel in $\chi_0$, because $\mathbf k\to-\mathbf k-\mathbf q$ reverses $D$. The $\mathbf k$ integral is the Lindhard function; the other two integrals were done by Gauss–Legendre quadrature. The reference is the Perdew–Wang parametrization of quantum Monte Carlo energies, so $\delta$ carries the errors of those data and of the fit. In hartree per electron:

| $r_s$ | RPA | reference | $\delta$ | RPA+SOX |
|---|---|---|---|---|
| 0.1 | −0.1440 | −0.1209 | 0.0232 | −0.1199 |
| 1 | −0.0788 | −0.0598 | 0.0190 | −0.0546 |
| 2 | −0.0618 | −0.0448 | 0.0170 | −0.0376 |
| 5 | −0.0425 | −0.0282 | 0.0143 | −0.0183 |
| 10 | −0.0307 | −0.0186 | 0.0121 | −0.0065 |
| 20 | −0.0214 | −0.0115 | 0.0099 | +0.0028 |

At $r_s=0.01$ the needed correction is 0.0242, the SOX value to this accuracy. This agreement is built in rather than tested: the parametrization is constrained to the exact high-density limit, whose constant term already contains SOX. At lower density it falls and SOX does not. At $r_s=2$ the excess is $0.0242-0.0170=0.0072$ hartree, 16% of the reference correlation energy. That is still an improvement on RPA, whose error is 38%. At $r_s=10$ the errors of RPA and RPA+SOX are equal in size and opposite in sign; at $r_s=20$ adding SOX makes the result worse.

Near $r_s=15.9$ the sum crosses zero. A true correlation energy cannot be positive: the determinant of plane waves is a trial state, so the exact ground-state energy lies no higher than its expectation value.

Constancy has a further consequence. A fixed energy per electron drops out of the difference between two densities and gives no pressure. Each spin direction contributes 0.0242 hartree per electron of that spin, so SOX does not change the cost of polarizing the gas either. It shifts the total energy and leaves the density dependence of the RPA error untouched: between $r_s=2$ and 5, $\delta$ changes by about 0.003 hartree and SOX by nothing.

## What screening does to the exchange term

A rough estimate restores the missing physics. In the static long-wavelength limit $-\chi_0=k_F/\pi^2$, the density of states at the Fermi level. One line is then reduced by

$$\frac{1}{1-4\pi\chi_0/q^2}=\frac{q^2}{q^2+k_{\rm TF}^2},\qquad k_{\rm TF}^2=\frac{4k_F}{\pi}.$$

In units of $k_F^2$ this is $4/(\pi k_F)$, which grows in proportion to $r_s$, so the cancellation of density is lost. The factor lies between 0 and 1 and, at fixed $q/k_F$, decreases as $r_s$ grows. Since the integrand of $I$ is positive, the screened term lies below 0.0242 hartree per electron at every density, falls steadily with $r_s$, and returns to the bare value as $r_s\to0$.

This is the trend of $\delta$ in the table. The estimate fixes only the direction: static long-wavelength screening is not the screening at the finite momenta and frequencies that enter the integral, and processes outside screened exchange also contribute to $\delta$.

## Why a closed gap is not enough for divergence

The gas has no gap, yet its SOX is finite. For momentum transfers of finite size, the two occupation conditions require $|\mathbf c\cdot\mathbf u|+|\mathbf c\cdot\mathbf v|<\Delta_p/2$, where $\Delta_p=v^2-u^2$. The allowed area in the plane then shrinks as $\Delta_p^2$, and away from the edges of the region the allowed length in $z$ shrinks as $\Delta_p$. This volume, of order $\Delta_p^3$, overwhelms the factor $1/\Delta_p$.

This estimate alone would make the share below a cutoff grow as the cube of the cutoff, a factor 8 on doubling. It excludes small transfers and edges, and the full integral shows a weaker suppression. Denominators below $0.1k_F^2$ supply 1.1% of SOX, and those below $0.2k_F^2$ supply 3.7%. Doubling the cutoff multiplies the share by 3.3, more than the factor 2 of a uniform distribution.

A molecule can escape this dilution. If two approaching levels occupy the same region of space, as in the stretched hydrogen molecule below, their coupling stays finite while the denominator vanishes. If they sit on distant fragments, the product $\phi_i\phi_a$ is small everywhere, and so is the coupling. For the single transition above, SOX is $K^2/(4\Delta)$: it diverges as $\Delta\to0$ unless $K^2$ vanishes at least as fast as $\Delta$.

## Stretched hydrogen: divergence with the wrong sign

Take H$_2$ in the STO-3G basis, with one bonding orbital $g$ and one antibonding orbital $u$ from restricted Hartree–Fock. This small basis shows the mechanism and does not predict the real molecule's energies. The reference is full configuration interaction (FCI) in the same basis.

There are two transitions, one per spin, and all four elements of $(ia|jb)$ equal $K=(gu|gu)$. This matrix has eigenvalues $2K$ and 0, so the one-transition result applies with $K\to2K$:

$$E_{\rm RPA}=\frac12\left[\sqrt{\Delta^2+4\Delta K}-\Delta-2K\right].$$

SOX keeps the two same-spin elements: $E_{\rm SOX}=\frac12\cdot2\cdot K^2/(2\Delta)=K^2/(2\Delta)$.

At large separation $R$ let $U$ be the repulsion of two electrons on one atom. The densities $g^2$ and $u^2$ both become half an electron on each atom, while $gu$ becomes half the difference of the atomic densities. Therefore

$$J_{gg}=J_{gu}=\frac12\left(U+\frac1R\right),\qquad K=\frac12\left(U-\frac1R\right),$$

where $J$ denotes a Coulomb integral. The one-electron energies become equal, and the Hartree–Fock gap becomes

$$\Delta\to2J_{gu}-K-J_{gg}=\frac1R.$$

The gap closes while $K\to U/2$. The configurations $g^2$ and $u^2$ become degenerate and are coupled by $K$, so the FCI correlation energy tends to $-K$. RPA has the same limit. Its approach is slow: for small $\Delta$ the root is about $2\sqrt{\Delta K}$, so $\delta\simeq-\sqrt{\Delta K}+\Delta/2$. Energies in hartree:

| $R$ (bohr) | RPA | FCI | $\delta$ | SOX |
|---|---|---|---|---|
| 1.4 | −0.0207 | −0.0206 | +0.0001 | 0.0132 |
| 3 | −0.0583 | −0.0999 | −0.0416 | 0.0516 |
| 10 | −0.1969 | −0.3372 | −0.1403 | 0.5682 |
| 100 | −0.3253 | −0.3823 | −0.0570 | 7.3078 |

At $R=100$ bohr, $\Delta=0.0100$ and $K=0.3823$ hartree, so SOX is $0.1462/0.0200=7.3$ hartree. The needed correction is $-0.057$ hartree, far smaller in size and of opposite sign: RPA has too little correlation, and SOX removes more.

The row at 1.4 bohr is also instructive. RPA agrees with FCI to 0.0001 hartree, yet it contains same-spin terms that SOX would rightly cancel at second order. The agreement is a cancellation. If the two configurations differ in energy by $W$, the lower root of their two-by-two matrix obeys $E_c(E_c-W)=K^2$, or $W=E_c-K^2/E_c$. With $K=0.1813$ this gives $W\simeq1.6$ hartree, whereas second order uses $2\Delta=2.5$ hartree. The difference comes from interactions among the excited electrons and the holes. Their net effect lowers $W$ and enhances the true correlation. The largest part, the direct attraction between electrons and holes, is in neither RPA nor SOX. Explicitly, $W=2\Delta+J_{gg}+J_{uu}-4J_{gu}+2K$; without the $J$ terms the lower root is $-0.0114$ hartree. Adding SOX removes the same-spin terms and leaves $-0.0075$ hartree, about a third of the FCI value. Of the resulting error of 0.013 hartree, the missing $J$ terms account for 0.009; most of the rest is the excess of bare over screened exchange, since the screened term described below leaves $-0.0103$ hartree.

## What to do in a calculation

For a molecule, estimate the largest eigenvalue of the matrix $(ia|jb)/\sqrt{\Delta_{ia}\Delta_{jb}}$, which is half that of $X$ at $\omega=0$. For a single transition it is $K/\Delta$; many weakly coupled transitions can together make it large. If it is small, SOX removes the self-correlation of one electron with a modest overshoot. In a system with more electrons the total need not improve: H$_2$ at 1.4 bohr has the moderate value $2K/\Delta\approx0.29$ in STO-3G, where adding SOX raises the error from 0.0001 to 0.013 hartree. The small RPA error is peculiar to the minimal basis: in cc-pVQZ the eigenvalue is 0.28, RPA is 0.017 hartree too low, and RPA+SOX is 0.016 hartree too high. If the eigenvalue is large because one gap is small compared with its coupling, do not add bare SOX. This test does not carry over to the gas: there the eigenvalue is $k_{\rm TF}^2/(2q^2)$ at small $q$ and grows without limit at every density, although SOX still improves on RPA at $r_s=2$. Orbital energies with a smaller gap at similar $K$ enlarge both terms, but as the gap closes RPA stays finite while SOX grows as $1/\Delta$.

A consistent alternative is second-order screened exchange, SOSEX. Write the RPA energy with the ring coupled-cluster amplitudes $T$, which contain the screening, and exchange the remaining bare integral:

$$E_{\rm RPA}=\frac12\sum T_{ia,jb}(ia|jb),\qquad E_{\rm SOSEX}=-\frac12\sum T_{ia,jb}(ib|ja).$$

At lowest order $T_{ia,jb}=-(ia|jb)/(\Delta_{ia}+\Delta_{jb})$, which returns SOX. For one electron the two integrals are equal, so the sum vanishes at any gap.

SOSEX does not cure stretched H$_2$. By symmetry all four amplitudes are equal there, and exchange keeps two of the four terms, so $E_{\rm SOSEX}=-E_{\rm RPA}/2$. The total tends to $-K/2$ instead of $-K$: finite, but half the correlation is missing. For bond breaking from a restricted reference, plain RPA has the better limit in this model, and its error at the stretched distances of the table is too little correlation, which a positive exchange term of this kind can only enlarge.

For gas-like densities one can instead add the gas correction $\delta(r_s)$ as a local functional, the RPA+ method. It has the density dependence that SOX lacks and no energy denominator to diverge. It does not enforce zero correlation for one electron. The choice thus follows the error that matters: self-correlation favours SOSEX, the density dependence of the gas favours RPA+, and a molecular gap that closes at finite coupling rules out bare SOX.
